# Shear softening of a cubic crystal by reorienting tetragonal defects

A cubic crystal contains \(n\) point defects per unit volume. Each distorts its surroundings tetragonally along one of the three cube axes and can turn from one axis to another. If the defects stay in orientational equilibrium while the crystal is slowly strained, they lower the shear modulus \(C'=(C_{11}-C_{12})/2\) by

\[
\delta C'=-\frac{nD^2}{6kT},
\]

where \(D\) is the anisotropy of the elastic dipole of one defect, \(k\) is Boltzmann's constant and \(T\) the temperature. Reorientation leaves \(C_{44}\) and the bulk modulus unchanged. The result holds to first order in \(n\), for strains \(\varepsilon\) with \(|D\varepsilon|\ll kT\), and for classical defects that do not interact at a given macroscopic strain. A separate effect, the elastic polarizability of the defect, shifts both shear moduli by an amount without the factor \(1/T\); it is kept apart below.

The elastic dipole is defined by the energy of a crystal with one defect in a fixed orientation \(v\). Let \(E_v(\varepsilon)\) be that energy after the atoms have relaxed in a cell held at tensor strain \(\varepsilon\). Then

\[
P^v_{ij}=-\left.\frac{\partial E_v}{\partial\varepsilon_{ij}}\right|_{\varepsilon=0}.
\]

The stress, counted positive in tension, is \(\sigma_{ij}=V^{-1}\partial E_v/\partial\varepsilon_{ij}\), with \(V\) the cell volume. Hence \(P^v_{ij}=-V\sigma_{ij}\) when the host cell is free of stress without the defect. A supercell calculation therefore yields the dipole from one relaxation at fixed cell shape and volume. A defect that pushes outward puts the cell under compression and has positive \(P\).

For a tetragonal defect along axis \(v\), the dipole is diagonal in the cube axes, with \(P_\parallel\) along \(v\) and \(P_\perp\) along the other two:

\[
P^v_{ij}=P_\perp\delta_{ij}+D\,\delta_{iv}\delta_{jv},\qquad D=P_\parallel-P_\perp .
\]

To first order in strain the energy of the defect changes by \(-P^v{:}\varepsilon=-\sum_{ij}P^v_{ij}\varepsilon_{ij}\). By cubic symmetry the three orientations have equal energies at zero strain.

Because the defects are independent at given strain, the orientational partition function is a product of identical factors, each a sum over three orientations. Apart from terms that do not depend on strain, the free energy per volume is

\[
f(\varepsilon)=\tfrac12\sum_{ijkl}C_{ijkl}\varepsilon_{ij}\varepsilon_{kl}
-nkT\ln\Big[\tfrac13\sum_{v}e^{b_v}\Big],\qquad b_v=\frac{P^v{:}\varepsilon}{kT}.
\]

Let \(\langle\cdot\rangle\) denote the plain average over the three orientations. The bracket is \(\langle e^b\rangle=1+\langle b\rangle+\tfrac12\langle b^2\rangle+\dots\), and \(\ln(1+u)=u-\tfrac12u^2+\dots\), so that

\[
\ln\langle e^b\rangle=\langle b\rangle+\tfrac12\left(\langle b^2\rangle-\langle b\rangle^2\right)+O(b^3).
\]

The first term gives \(-n\langle P\rangle{:}\varepsilon\), an isotropic stress that makes the crystal swell or shrink. It is linear in strain and does not enter the moduli, which are second derivatives taken at the fixed host lattice constant. If the crystal is instead allowed to swell, the anharmonicity of the host shifts its moduli by a further term of order \(n\), which is not part of the present result. The second term is quadratic in strain. Comparing it with \(\tfrac12\delta C_{ijkl}\varepsilon_{ij}\varepsilon_{kl}\) gives

\[
\delta C_{ijkl}=-\frac{n}{kT}\left[\langle P_{ij}P_{kl}\rangle-\langle P_{ij}\rangle\langle P_{kl}\rangle\right].
\]

The correction is a covariance: what softens the crystal is the spread of the dipole among orientations. The isotropic part \(P_\perp\delta_{ij}\) is the same for every orientation and drops out. For the diagonal components, \(\langle\delta_{iv}\rangle=\tfrac13\) and \(\langle\delta_{iv}\delta_{jv}\rangle=\tfrac13\delta_{ij}\), since two different axes cannot both be the defect axis. Therefore

\[
\langle P_{ii}P_{jj}\rangle-\langle P_{ii}\rangle\langle P_{jj}\rangle
=D^2\left(\tfrac13\delta_{ij}-\tfrac19\right).
\]

For \(i=j\) the bracket is \(\tfrac29\), and for \(i\ne j\) it is \(-\tfrac19\). Thus

\[
\delta C_{11}=-\frac{2nD^2}{9kT},\qquad \delta C_{12}=+\frac{nD^2}{9kT},
\]

\[
\delta C'=\tfrac12(\delta C_{11}-\delta C_{12})=-\frac12\cdot\frac{3}{9}\,\frac{nD^2}{kT}=-\frac{nD^2}{6kT}.
\]

The bulk modulus \(B=(C_{11}+2C_{12})/3\) changes by \((-2+2)\,nD^2/(27kT)=0\), as it must: a uniform dilation favours no orientation.

The factor 6 can be traced in a single deformation. Take \(\varepsilon=\mathrm{diag}(e,-e,0)\). The host stores \(\tfrac12C_{11}(e^2+e^2)-C_{12}e^2=2C'e^2\). The contributions of \(P_\perp\) cancel, and the three couplings \(P^v{:}\varepsilon\) are \(De\), \(-De\) and \(0\). Their mean is zero and their mean square is \(\tfrac23D^2e^2\). The free energy falls by \(\tfrac12(n/kT)\cdot\tfrac23D^2e^2=nD^2e^2/(3kT)\), and equating this to \(-2\,\delta C'e^2\) returns the result. Physically, for \(D>0\) the strain lowers the energy of defects along the stretched axis and raises that of defects along the compressed axis; the population shifts towards the former, and its dipoles assist the strain. For \(D<0\) the two axes exchange roles.

Now take the shear \(\varepsilon_{xy}=\varepsilon_{yx}=e\), for which the host stores \(2C_{44}e^2\). Every \(P^v\) is diagonal, so \(P^v{:}\varepsilon=0\) for all three orientations. No orientation is preferred, and the logarithm vanishes for any \(e\). Within linear coupling, \(C_{44}\) thus has no reorientation term at any order in this shear. The argument rests on the defect symmetry. A defect whose dipole has off-diagonal components in the cube axes, such as a trigonal one along a body diagonal, would soften \(C_{44}\).

Linear coupling is itself an approximation, and a supercell shows what it omits. Keep the full energies \(E_v(e)\) along one deformation of amplitude \(e\), and let \(F=-kT\ln\sum_v e^{-E_v/kT}\). With thermal weights \(p_v=e^{-E_v/kT}/\sum_u e^{-E_u/kT}\), the first derivative is \(F'=\sum_vp_vE_v'\). The weights change as \(p_v'=-p_v(E_v'-\sum_up_uE_u')/kT\). Differentiating once more, and setting \(p_v=\tfrac13\) at zero strain,

\[
F''=\langle E''\rangle-\frac{1}{kT}\left[\langle E'^2\rangle-\langle E'\rangle^2\right].
\]

The first term is the curvature with orientations frozen, averaged over orientations. It contains the host modulus and the polarizability of the defect, meaning the change in stiffness caused by its presence. It has no factor \(1/kT\) and is in general present for \(C_{44}\) too. The second term is the reorientation part. The energy curvature of a static supercell holding one defect in one orientation contributes only to \(\langle E''\rangle\). The reorientation term has to be added from \(D\), which the residual stress of the same cell supplies.

This separation was tested on a model crystal of springs. The host is body-centred cubic, with nearest and next-nearest neighbour springs chosen to give \(C'=52\) GPa and \(C_{44}=83\) GPa. An interstitial at an octahedral site, the centre of a cube face or edge, is tied by springs to its six neighbours. The cell was relaxed in each of the three orientations, strained, and averaged thermally at 673 K. With 54 host atoms the residual stress gives \(P_\parallel=3.25\) eV and \(P_\perp=-1.39\) eV, hence \(D=4.64\) eV. In both shear modes stored energy is \(2CVe^2\), so a modulus change times \(V\) is one quarter of a change in \(F''\). The reorientation part of \(V\delta C'\), found by differentiating the thermal free energy and subtracting the frozen curvature, is \(-61.99\) eV; \(-D^2/(6kT)\) with the dipole from residual stress gives the same to these digits. In the larger cell of 128 host atoms \(D\) falls by 0.05 eV, about 1 %, and the reorientation term by 2 %, as its dependence on \(D^2\) requires. Cells of 250 and 432 atoms both give 4.58 eV, so the 54-atom value is about 0.07 eV too high. The corresponding term for \(C_{44}\) vanishes by symmetry, because no \(E_v\) has a slope in this shear. The finite difference leaves a residue of \(2.5\times10^{-5}\) eV at a strain step of \(2\times10^{-4}\), which falls as the square of the step.

For a worked example, take oxygen dissolved in body-centred cubic tantalum, a metal used in the barrier layer between copper interconnects and their dielectric. Oxygen occupies octahedral sites, whose axis is a cube axis. The inputs are rough typical values: lattice constant 0.330 nm, \(C'=52\) GPa, \(D=7\) eV, and 0.10 % oxygen per metal atom. The temperature is 673 K, roughly that of a back-end anneal. There are two metal atoms per cubic cell, so the volume per metal atom is \(0.330^3/2=0.01797\ \mathrm{nm^3}\) and

\[
n=\frac{0.0010}{0.01797\ \mathrm{nm^3}}=0.05565\ \mathrm{nm^{-3}} .
\]

With \(kT=0.05799\) eV,

\[
\frac{nD^2}{6kT}=\frac{0.05565\times 49}{6\times0.05799}\ \frac{\mathrm{eV}}{\mathrm{nm^3}}
=7.84\ \frac{\mathrm{eV}}{\mathrm{nm^3}}=1.26\ \mathrm{GPa},
\]

because \(1\ \mathrm{eV/nm^3}=0.1602\) GPa. One oxygen atom per thousand metal atoms lowers \(C'\) by 2.4 %. This relative softening is the product of \(nD/(6C')\approx2.0\times10^{-4}\) and \(D/kT\approx120\); the second factor makes it large. The individual constants move by \(\delta C_{11}=-1.67\) GPa and \(\delta C_{12}=+0.84\) GPa. As a test of the statistical step, all 81 configurations of four defects were summed explicitly and the free energy was differentiated numerically; this gives \(\delta C'=-1.2556\) GPa, equal to the formula in all digits shown, and no change of the bulk modulus within rounding.

The polarizability can be sized with the spring crystal. There the frozen defect stiffens the host slightly: at the example's density \(C'\) and \(C_{44}\) each rise by about 0.03 GPa, some forty times less than the example's softening, which uses \(D=7\) eV. Against the model defect's own reorientation term (\(D=4.6\) eV) the ratio is about 17, and it changes with the springs of the interstitial, reaching about 26 when they are stiffened to give \(D=6.7\) eV. These are model values. They indicate a size, and neither the magnitude nor the sign should be carried over to tantalum without a calculation for that metal. They do show why "unchanged \(C_{44}\)" refers to reorientation alone.

Interactions between defects enter at order \(n^2\). Their scale appears when independence is assumed at fixed stress instead of fixed strain. Define

\[
X=\frac{nD^2}{6C'kT}=\frac{T_c}{T},\qquad T_c=\frac{nD^2}{6kC'} .
\]

At fixed strain the modulus is \(C'(1-X)\). At fixed stress \(\mathrm{diag}(s,-s,0)\), let each defect feel only the host strain \(e_h=s/(2C')\). The probabilities of the \(x\) and \(y\) orientations then differ by \(p_x-p_y=\tfrac23De_h/kT\). The work done in a change \(de\) is \(2s\,de\), so mechanical equilibrium reads \(2s=4C'e-nD(p_x-p_y)\), and

\[
e=\frac{s}{2C'}+\frac{nD}{4C'}\,(p_x-p_y)=e_h\left(1+\frac{nD^2}{6C'kT}\right)=e_h(1+X).
\]

The modulus is now \(C'/(1+X)=C'(1-X+X^2-\dots)\). The two assumptions agree to first order in \(n\) and differ by about \(C'X^2\). In the example they give 50.74 and 50.77 GPa. The gap of 0.03 GPa, about 2 % of the softening, indicates the scale of the long-range elastic interactions and is not a calculation of them. Binding or repulsion between defects at close range is not included. The fixed-strain formula would make \(C'\) vanish at \(T_c=16\) K. This is no prediction of an instability: as \(T\) approaches \(T_c\), \(X\) is no longer small and independence has failed. At 673 K the ratio \(T_c/T=0.024\) is safely small.

Exclusion is a smaller effect. Suppose each orientation has one site per metal atom, and each site holds at most one defect. The occupancy is \(c_v=1/(e^{-b_v-\mu}+1)\), with \(\mu\) the chemical potential divided by \(kT\). Its change is \(dc_v=c_v(1-c_v)(db_v+d\mu)\). At zero strain all \(c_v=c/3\), and a fixed total \(c\) requires \(d\mu=-\langle db\rangle\). The response is therefore the dilute one, \((c/3)(db_v-\langle db\rangle)\), times \(1-c/3\). For \(c=0.0010\) the softening is reduced by 0.03 %. Exclusion that reaches neighbouring sites can either reduce or increase the softening, depending on the orientations that belong to the blocked sites.

A built-in strain also changes the softening. Put \(\xi=De/kT\). For \(\mathrm{diag}(e,-e,0)\) the logarithm is

\[
\ln\frac{1+2\cosh\xi}{3}=\frac{\xi^2}{3}-\frac{\xi^4}{36}+\dots,
\]

and its second derivative is \(\tfrac23(1-\tfrac12\xi^2+\dots)\). The softening felt by a small additional strain of the same kind is reduced by the factor \(1-\xi^2/2\). For large \(|\xi|\) the logarithm approaches \(|\xi|-\ln3\), whose curvature is zero: all defects are already aligned and none is left to respond.

An axial strain \(\mathrm{diag}(2e,-e,-e)\) behaves differently. The couplings divided by \(kT\) are \(2\xi,-\xi,-\xi\). Their mean is zero, their mean square is \(2\xi^2\) and their mean cube is \(2\xi^3\). The logarithm is then \(\xi^2+\tfrac13\xi^3+\dots\), with second derivative \(2(1+\xi+\dots)\). The correction is now linear in \(\xi\), because stretching and compressing one axis are not equivalent. For \(D>0\), a small stretch along the single axis increases the softening in this mode and a small compression decreases it. At \(e=0.01\) % the example has \(\xi=0.012\), and the full expressions give factors of 1.012 for the axial and 0.9999 for the planar mode. At \(e=0.10\) %, \(\xi=0.121\) and the factors are 1.095 and 0.993. A built-in axial stretch of that size thus raises the softening in the axial mode by about 9 %, while a compression of the same size (\(e=-0.10\) %) lowers it by about 14 %. The rise is bounded: the factor is \(\tfrac92p_x(1-p_x)\), which peaks at \(\tfrac98\) for \(\xi=\tfrac13\ln2\) (\(e\approx0.19\) %) and falls beyond. Under the same built-in strain the mode \(\mathrm{diag}(0,1,-1)\) has the factor \(\tfrac32(1-p_x)\) and moves the other way, to 0.87 for the stretch and 1.11 for the compression. Both changes exceed the interaction estimate and single-site exclusion.

Orientational equilibrium, assumed in the result, is a condition on time. Let a defect hop to each of the other two orientations at rate \(w\) at zero strain, and under strain from \(j\) to \(i\) at rate \(w\,e^{(b_i-b_j)/2}\), which satisfies detailed balance. Write \(p_i=\tfrac13+q_i\) with \(\sum_iq_i=0\), and keep first-order terms:

\[
\dot q_i=w\sum_{j\ne i}(q_j-q_i)+\frac w3\sum_{j\neq i}(b_i-b_j)
=-3w\left[q_i-\tfrac13\left(b_i-\langle b\rangle\right)\right].
\]

Here \(\sum_{j\ne i}q_j=-q_i\) turns the first sum into \(-3q_i\), and the second sum equals \(3(b_i-\langle b\rangle)\). The populations relax to their equilibrium values with time constant \(\tau=1/(3w)\). Under a strain of angular frequency \(\omega\), the response is the static one divided by \(1+i\omega\tau\), with time dependence \(e^{i\omega t}\). Its real part gives

\[
\delta C'(\omega)=-\frac{nD^2}{6kT}\,\frac{1}{1+\omega^2\tau^2}.
\]

Direct integration of the rate equations at \(\omega\tau=0.667\) gives an in-phase factor of 0.6923, in agreement with this expression.

For oxygen in tantalum, take \(\tau=\tau_0e^{Q/kT}\) with the rough values \(Q=1.10\) eV and \(\tau_0=10^{-14}\) s. At 673 K, \(\tau\) is about 2 µs. Loading over seconds or minutes then meets the fully softened modulus, whereas a vibration at 1 MHz has \(\omega\tau\approx11\) and meets less than 1 % of the softening. At 300 K, \(\tau\) is about \(3\times10^4\) s, or eight hours. A measurement lasting seconds finds the unrelaxed modulus, although the equilibrium softening, proportional to \(1/T\), is larger there. Since \(\tau\) depends exponentially on \(Q\), these times are orders of magnitude.

A real barrier film departs from the example in several ways. Tantalum films can also form in a different, tetragonal phase, to which the cubic result does not apply. In the cubic phase, oxygen bound to grain boundaries, interfaces or other solutes may be unable to reorient; \(n\) must then count the mobile part, and if half is bound the softening halves to 0.63 GPa. The hops that reorient oxygen also move it: the diffusivity \(a^2/(36\tau)\), with \(a\) the lattice constant, is about \(1.7\times10^3\ \mathrm{nm^2/s}\) at 673 K, some 60 nm in one second, more than a barrier thickness. Over such times \(n\) is not locally fixed. Where oxygen can exchange with its surroundings or follow a strain gradient, the mean dipole \(\bar P=P_\perp+D/3\) also responds and lowers \(C_{11}\), \(C_{12}\) and \(B\) by up to \(n\bar P^2/kT\), which is 3.8 GPa for \(\bar P=5\) eV, while leaving \(C'\) as given. Films also carry built-in strain. If it has the axial form above with \(e=0.10\) %, the softening in that mode becomes \(1.095\times1.26\approx1.4\) GPa. With \(e=-0.10\) %, the sign found when a film is stretched in a plane normal to a cube axis, it becomes about 1.1 GPa. A biaxial stress of 1 GPa in such a film, with rough constants \(C_{11}=266\) and \(C_{12}=162\) GPa, gives \(|e|\approx0.3\) % and \(|\xi|\approx0.4\), outside the small-strain condition; the axial factor is then 0.53 in tension and 1.07 in compression, and the in-plane factor 1.30 and 0.58. Other grain orientations require the strain to be resolved on the cube axes first. The estimate is also sensitive to \(D\), which enters squared: an error of 10 % in \(D\) moves the softening by about 20 %. For a quantitative value, \(D\) should come from a first-principles supercell of the actual metal, converged in cell size, with the reorientation term then added at the temperature and loading rate of interest. The remaining figures are in the numerical output.

## Computed values

```
INPUTS (rough typical values, O in bcc Ta)
lattice constant           0.330 nm
host C', C44               52.0, 83.0 GPa
dipole anisotropy D        7.0 eV
oxygen per metal atom      0.10 %
temperature                673 K
hop barrier, prefactor     1.10 eV, 1e-14 s
MAIN RESULT
kT                         0.05799 eV
volume per metal atom      0.01797 nm^3
defect density n           0.05565 nm^-3
shape strain D/(2C' vol)   0.600
1 eV/nm^3                  0.16022 GPa
n D^2/(6kT)                7.8369 eV/nm^3
C' change, formula         -1.2556 GPa
C' change, enumeration     -1.2556 GPa
C11 change, enumeration    -1.6741 GPa
C12 change, enumeration    0.8371 GPa
bulk change, |value|       6.8e-11 GPa
relative softening X       2.415 %
SPRING SUPERCELL (model), 54 and 128 host atoms
P_par, 54 atoms            3.2504 eV
P_perp, 54 atoms           -1.3941 eV
D from residual stress     4.6445, 4.5990 eV; shift -0.0455 eV
reorientation, C' * V      -61.9911, -60.7823 eV; shift 1.2088 eV
polarizability, C'         -3.5937, -3.5418 eV; shift 0.0519 eV
polarizability, C44        -3.5071, -3.5111 eV; shift -0.0040 eV
-D^2/(6kT), both cells     -61.9926, -60.7837 eV
reorientation, C44 * V     2.5e-05 eV (size)
NEGLECTED EFFECTS AND LIMITS
polarizability shift C'    0.0316 GPa
polarizability shift C44   0.0313 GPa
interaction scale T_c      16.25 K
C' independent at strain   50.7444 GPa
C' independent at stress   50.7740 GPa
strain e = 0.01 %: De/kT    0.0121
  softening factor, axial  1.0118
  softening factor, planar 0.9999
strain e = 0.10 %: De/kT    0.1207
  softening factor, axial  1.0947
  softening factor, planar 0.9928
site exclusion lowers by   0.0333 %
relaxation time at 673 K   1.73e-06 s
relaxation time at 300 K   3.01e+04 s
omega*tau in rate test     0.6667
in-phase factor, num/form  0.69230, 0.69231
```
